\section*{The gold-silicon eutectic: ideal estimate and first correction for nonideal mixing}

\section{A joint that melts too early}

Gold melts near 1340 K and silicon near 1690 K. Yet a gold film in clean contact with silicon forms a liquid at roughly 640 K, and this is used to attach chips and to bond wafers. Some lowering is expected, because mixing gives a liquid extra entropy. The question is whether the entropy of ideal mixing alone accounts for a drop of 700 K below the melting point of gold.

The leading-order model has an ideal liquid and mutually insoluble solids. Its eutectic, the lowest temperature at which liquid is stable, lies near 1140 K. The first correction then shows how small changes in the free energies move this temperature, and what the remaining 500 K says about the liquid.

Pressure is fixed and surface energies are neglected. Energies are in kJ per mole of atoms. The index $i$ stands for Au or Si, $x_i$ is the atomic fraction in the liquid, and $x=x_{\rm Si}$. The pure solids at the temperature considered are the zero of energy.

\section{Leading order: the ideal liquid}

\subsection{Free energy of the pure liquids}

Let $D_i(T)$ be the Gibbs energy of pure liquid $i$ minus that of pure solid $i$. At the melting temperature $T_i$ the two phases are in equilibrium, so $D_i(T_i)=0$. If $H_i$ is the melting enthalpy, the melting entropy is therefore $H_i/T_i$. Taking both as independent of temperature gives
\begin{equation}
D_i(T)=H_i-T\frac{H_i}{T_i}=H_i\left(1-\frac{T}{T_i}\right).
\label{D}
\end{equation}
Below $T_i$ this is positive: melting the pure element costs free energy.

\subsection{Free energy of mixing}

In an ideal liquid all arrangements of the atoms have the same energy. For $N=N_{\rm Au}+N_{\rm Si}$ atoms there are $N!/(N_{\rm Au}!\,N_{\rm Si}!)$ arrangements. With $\ln N!\simeq N\ln N-N$ the linear terms cancel, and
\begin{equation}
\ln\frac{N!}{N_{\rm Au}!\,N_{\rm Si}!}\simeq
N\ln N-\sum_iN_i\ln N_i=-N\sum_i x_i\ln x_i .
\end{equation}
The entropy per mole is $R$ times this logarithm divided by $N$, so mixing contributes $RT\sum_i x_i\ln x_i$ to the Gibbs energy. The ideal liquid lies above the unmixed solids by
\begin{equation}
g(x,T)=\sum_i x_iD_i+RT\sum_i x_i\ln x_i .
\label{g}
\end{equation}

\subsection{The eutectic condition}

If $g>0$ at every composition, the solids are stable. On heating, liquid first appears when the minimum of $g$ over $x$ reaches zero. Since $x_{\rm Au}=1-x$,
\begin{equation}
\frac{\partial g}{\partial x}=D_{\rm Si}-D_{\rm Au}
+RT\ln\frac{x}{1-x}.
\end{equation}
The terms $+1$ and $-1$ from differentiating the two logarithms have cancelled. The second derivative, $RT/[x(1-x)]$, is positive, so there is one minimum. Setting the first derivative to zero gives
\begin{equation}
x_i=\frac{e^{-D_i/RT}}{S},\qquad S(T)=\sum_i e^{-D_i/RT}.
\end{equation}
Hence $D_i+RT\ln x_i=-RT\ln S$ for both elements. Multiplying by $x_i$ and adding, with $\sum_i x_i=1$, yields
\begin{equation}
\min_x g=-RT\ln S(T).
\label{min}
\end{equation}
The eutectic temperature $T_0$ therefore satisfies
\begin{equation}
S(T_0)=1,\qquad
x_i=\exp\left[-\frac{H_i}{R}\left(\frac1{T_0}-\frac1{T_i}\right)\right].
\label{eut}
\end{equation}
The second expression is the liquidus of element $i$: the composition of liquid in equilibrium with solid $i$. The eutectic is where the two liquidus curves meet.

The root is unique. Differentiating the exponentials gives
\begin{equation}
\frac{dS}{dT}=\sum_i\frac{H_i}{RT^2}e^{-D_i/RT}>0 .
\end{equation}
Moreover, $S$ tends to zero at low temperature, while at the lower melting point one term equals 1 and the other is positive, so $S>1$. The root thus lies below both melting points.

\subsection{Numbers}

The inputs are rough: $T_{\rm Au}=1340$ K, $H_{\rm Au}=12.5$ kJ/mol, $T_{\rm Si}=1690$ K and $H_{\rm Si}=50$ kJ/mol. Then $H_i/R$ is 1503.4 K for gold and 6013.6 K for silicon. At 1140 K,
\begin{align}
x_{\rm Au}&=\exp\left[-1503.4\left(\tfrac1{1140}-\tfrac1{1340}\right)\right]=0.8213,\\
x_{\rm Si}&=\exp\left[-6013.6\left(\tfrac1{1140}-\tfrac1{1690}\right)\right]=0.1796.
\end{align}
Their sum is 1.0010, slightly too large. At 1100 K it is 0.9312. Linear interpolation gives
\begin{equation}
T_0\simeq1100+40\,\frac{1-0.9312}{1.0010-0.9312}\simeq1139\ {\rm K}.
\end{equation}
The numerical root is 1139.5 K, with $x=0.179$. Direct minimisation of \eqref{g} gives the same temperature. The measured eutectic is near 640 K and 19 at.\% Si, so the estimate is about 500 K too high.

\subsection{The dilute limit}

A simpler formula follows when the eutectic liquid contains little silicon. The gold liquidus can be written
\begin{equation}
T_0=\frac{T_{\rm Au}}{1-\theta\ln(1-x)},\qquad
\theta=\frac{RT_{\rm Au}}{H_{\rm Au}}=\frac{1340}{1503.4}=0.891 .
\end{equation}
Put $q=-\theta\ln(1-x)=\theta(x+x^2/2+\cdots)$ and use $1/(1+q)=1-q+q^2-\cdots$. Collecting powers of $x$,
\begin{equation}
T_{\rm Au}-T_0=T_{\rm Au}\left[\theta x-\left(\theta^2-\frac{\theta}{2}\right)x^2+O(x^3)\right].
\end{equation}
For $x=0.179$ the first term is 214 K and the second subtracts 15 K. The result, 199 K, compares with the full value of $1340-1139.5=200.5$ K. In this limit the depression is set by the amount of silicon dissolved and by the melting properties of gold. Silicon's own melting properties enter through the value of $x$ at the eutectic.

\section{The first correction}

\subsection{A general shift formula}

Suppose the height of the liquid above the solids changes from $g$ to $g+\lambda\phi(x,T)$, where $\lambda$ counts powers of a small perturbation. The eutectic still requires the minimum over $x$ to vanish. Write $T_e=T_0+\delta T$ and let $x_0$ be the unperturbed composition. The composition also shifts by a term of order $\lambda$, but $\partial g/\partial x=0$ at $x_0$, so this affects the height at second order. To first order,
\begin{equation}
0=\lambda\phi(x_0,T_0)+\frac{\partial g}{\partial T}\,\delta T .
\label{first}
\end{equation}
From \eqref{D} and \eqref{g},
\begin{equation}
\frac{\partial g}{\partial T}=-\sum_i x_i\frac{H_i}{T_i}+R\sum_i x_i\ln x_i .
\end{equation}
At the unperturbed eutectic $g=0$, so $R\sum_i x_i\ln x_i=-\sum_i x_iD_i/T_0$. Substituting $D_i/T_0=H_i/T_0-H_i/T_i$,
\begin{equation}
\frac{\partial g}{\partial T}
=-\sum_i x_i\left(\frac{H_i}{T_i}+\frac{H_i}{T_0}-\frac{H_i}{T_i}\right)
=-\frac{\bar H}{T_0},\qquad \bar H=\sum_i x_iH_i .
\end{equation}
Equation \eqref{first} becomes
\begin{equation}
\boxed{\;\delta T=\frac{T_0}{\bar H}\,\lambda\phi(x_0,T_0)+O(\lambda^2)\;}
\label{shift}
\end{equation}
A perturbation that lowers the liquid relative to the solids lowers the eutectic. Here $\bar H$ is the enthalpy needed to melt the eutectic mixture. With $x_{\rm Au}=0.8208$ and $x_{\rm Si}=0.1792$,
\begin{equation}
\bar H=0.8208\times12.5+0.1792\times50=19.2\ {\rm kJ/mol},
\end{equation}
so $T_0/\bar H\simeq59$ K per kJ/mol.

\subsection{Corrections that leave the liquid ideal}

\paragraph{Heat capacity.} Let the liquid's heat capacity exceed the solid's by a constant $C$. The melting enthalpy becomes $H_i+C(T-T_i)$ and the melting entropy $H_i/T_i+C\ln(T/T_i)$. Subtracting $T$ times the entropy from the enthalpy changes $D_i$ by
\begin{equation}
\delta D_i=-C\left[(T_i-T)-T\ln\frac{T_i}{T}\right].
\label{cp}
\end{equation}
The bracket is positive below $T_i$, because $\ln u<u-1$ for $u>1$. At 1139.5 K it is 15.8 K for gold and 101.4 K for silicon. For an assumed $C=5$ J/(mol K) in both elements,
\begin{equation}
\lambda\phi=\sum_i x_i\delta D_i
=-0.005\,(0.8208\times15.8+0.1792\times101.4)
=-0.156\ {\rm kJ/mol},
\end{equation}
and \eqref{shift} gives $-9.2$ K. The full solutions for $C=\pm5$ J/(mol K) are 1129.6 K and 1148.2 K. Half their difference, 9.3 K, isolates the part odd in $C$ and agrees with the first correction. The unequal shifts, $-9.8$ and $+8.7$ K, show the higher-order terms.

\paragraph{Solid solubility.} Let solid gold hold a small fraction $s$ of silicon. Treating gold as ideal in this dilute solid, its chemical potential falls by about $RTs$. The liquid's height above the solids then rises by $\lambda\phi=x_{\rm Au}RTs$. With $RT_0=9.47$ kJ/mol and a generous assumed $s=0.02$, this is 0.156 kJ/mol, or $+9.2$ K. The full solution at the same fixed $s$ is 1148.7 K, a rise of 9.3 K. Solubility stabilises the solid, so it widens the disagreement.

\paragraph{Melting enthalpies.} Changing both enthalpies by $-10$\% or $+10$\%, with the melting temperatures fixed, moves the full result to 1110.7 K or 1163.8 K. None of these corrections approaches 500 K.

\subsection{A nonideal liquid}

Now let the liquid have an excess Gibbs energy $G_{\rm ex}$, its Gibbs energy of mixing beyond the ideal term. Then $\lambda\phi=G_{\rm ex}$. Removing 500 K by the linear formula requires
\begin{equation}
G_{\rm ex}\simeq-\frac{499}{59}\simeq-8\ {\rm kJ/mol}.
\end{equation}
This is comparable with $RT_0=9.47$ kJ/mol, so the perturbation is not small. The formula gives the sign and the scale; its accuracy must be examined separately.

A one-constant regular liquid, $G_{\rm ex}=Wx(1-x)$, provides a case. Solving the full eutectic condition at 640 K gives $W=-50.7$ kJ/mol. For this $W$ the first correction predicts
\begin{equation}
\delta T\simeq\frac{1139.5}{19.22}\,(-50.7)(0.1792)(0.8208)\simeq-442\ {\rm K},
\end{equation}
whereas the full shift is $-499$ K. The first correction misses about 11.5\% of the shift. At fixed composition $g$ is linear in $T$ and this $G_{\rm ex}$ does not depend on $T$, so the formula would be exact. The whole error therefore comes from the change of composition: the eutectic moves from 18 to 30 at.\% Si, which lowers the liquid further.

\section{What the measured eutectic proves}

\subsection{A bound that needs no expansion}

At the measured eutectic the real liquid is in equilibrium with the solids. Its Gibbs energy is then the lowest available at its composition, and cannot exceed that of the unmixed pure solids, which is zero. Thus $g+G_{\rm ex}\le0$. Combining this with \eqref{min},
\begin{equation}
G_{\rm ex}\le-g(x,T)\le RT\ln S(T).
\label{bound}
\end{equation}
At 640 K, $RT=5.321$ kJ/mol and $S=0.296$, so $G_{\rm ex}$ is at most about $-6.5$ kJ/mol, whatever the liquid's composition. The bound uses the constant-enthalpy $D_i$, extrapolated far below the melting points; with the heat-capacity term \eqref{cp} and $C=+5$ or $-5$ J/(mol K) it becomes $-5.3$ or $-7.6$ kJ/mol. It does not assume that the solids are insoluble.

\subsection{The value at the measured composition}

If the solids are pure, the first inequality in \eqref{bound} becomes an equality. From \eqref{D}, $D_{\rm Au}=6.530$ and $D_{\rm Si}=31.065$ kJ/mol at 640 K. At $x=0.19$ the ideal mixing term is $-2.59$ kJ/mol, hence
\begin{align}
G_{\rm ex}&=-(0.81\times6.530+0.19\times31.065-2.59)\nonumber\\
&\simeq-8.6\ {\rm kJ/mol}\simeq-0.09\ {\rm eV\ per\ atom}.
\end{align}
This is 3.3 times the ideal mixing term. Mixing entropy of the ideal kind supplies only about a quarter of the free energy needed to melt the two solids together at 640 K.

The contributions of the elements follow from their chemical potentials in the liquid, written as $D_i+RT\ln a_i$. This defines the activity $a_i$ relative to pure liquid $i$; in an ideal liquid $a_i=x_i$. Equilibrium with pure solid $i$ makes the chemical potential zero, so $a_i=e^{-D_i/RT}$. The activity coefficient $\gamma_i=a_i/x_i$ measures the departure from ideal mixing, and $G_{\rm ex}=RT\sum_i x_i\ln\gamma_i$. For gold $a=0.293$ and $\gamma=0.36$; for silicon $a=0.0029$ and $\gamma=0.015$. Both coefficients are below one, so each element is more stable in this liquid than ideal mixing would make it.

The heat-capacity term matters more here, because the undercooling is deeper. For $C=+5$ and $-5$ J/(mol K), $G_{\rm ex}$ becomes $-7.3$ and $-9.9$ kJ/mol. Changing the measured point by up to 10 K and 1 at.\% gives values from $-8.9$ to $-8.3$ kJ/mol. The assumed solid solubility makes $G_{\rm ex}$ more negative by 0.09 kJ/mol. Changing both melting enthalpies by $-10$\% or $+10$\% gives $-7.5$ or $-9.7$ kJ/mol. The sign and the rough size survive all these changes.

\subsection{What is not determined}

One eutectic point fixes a free energy. It does not divide $G_{\rm ex}$ into enthalpy and excess entropy, and so does not by itself measure the heat of mixing.

The ideal model's composition, 18 at.\% Si, is close to the measured 19 at.\%, but this is not evidence for ideal mixing: the activity coefficients above are far from one. Nor does the one-constant regular liquid describe the alloy. It can be made to melt at 640 K, but with 30 at.\% Si. For silicon, $RT\ln\gamma_{\rm Si}=G_{\rm ex}+(1-x)\,\partial G_{\rm ex}/\partial x$. With $G_{\rm ex}=Wx(1-x)$ this is $Wx(1-x)+W(1-x)(1-2x)=W(1-x)^2$, and gold follows by exchanging $x$ and $1-x$. In that model, then, $RT\ln\gamma_i=W(1-x_i)^2$. The measured point gives $RT\ln\gamma=-5.41$ kJ/mol for gold and $-22.23$ kJ/mol for silicon, so
\begin{equation}
W=\frac{-5.41}{0.19^2}\simeq-150,\qquad
W=\frac{-22.23}{0.81^2}\simeq-34\ {\rm kJ/mol}.
\end{equation}
One constant cannot be both. A more flexible dependence on composition is needed.

\section{The estimate beside a real joint}

For a gold layer on silicon, the ideal estimate would suggest that no liquid forms below about 1140 K. The real pair can melt from roughly 640 K, provided the two materials touch; an oxide or barrier layer between them can prevent this. The melting data used here are rough but typical. The assumption that fails is ideal mixing in the liquid, and it moves the eutectic by about 500 K. The assumed heat-capacity difference and solid solubility each move the ideal result by about 10 K, and a 10\% change of the melting enthalpies moves it by up to about 30 K. The numerical output lists the values behind these comparisons.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough values)
Au: melting temperature 1340 K, enthalpy 12.5 kJ/mol
Au: H/R = 1503.4 K
Si: melting temperature 1690 K, enthalpy 50.0 kJ/mol
Si: H/R = 6013.6 K
Measured eutectic: 640 K, Si fraction 0.19
Gas constant: 8.3145 J/(mol K)
IDEAL LIQUID: trial temperatures
T = 1100 K: x_Au 0.7829, x_Si 0.1483, sum 0.9312
T = 1140 K: x_Au 0.8213, x_Si 0.1796, sum 1.0010
T = 1180 K: x_Au 0.8589, x_Si 0.2148, sum 1.0737
Ideal eutectic temperature: 1139.5 K
Same by energy minimisation: 1139.5 K
Ideal eutectic Si fraction: 0.1792
Ideal minus measured temperature: 499 K
REAL LIQUID at the measured eutectic
RT: 5.321 kJ/mol
Au: D = 6.530 kJ/mol, activity 0.29313
Au: gamma = 0.3619, RT ln gamma = -5.41 kJ/mol
Si: D = 31.065 kJ/mol, activity 0.00291
Si: gamma = 0.0153, RT ln gamma = -22.23 kJ/mol
Sum of ideal fractions at 640 K: 0.2960
Upper bound on G_ex, any composition: -6.48 kJ/mol
Ideal mixing term: -2.59 kJ/mol
G_ex: -8.60 kJ/mol = -0.089 eV/atom
G_ex / ideal mixing term: 3.33
ONE-CONSTANT REGULAR LIQUID melting at 640 K
W = -50.7 kJ/mol, Si fraction 0.302
Its G_ex: -10.68 kJ/mol
NEGLECTED EFFECTS AND INPUT ERRORS
cp +5 J/(mol K): ideal eutectic 1129.6 K, G_ex -7.28 kJ/mol
cp -5 J/(mol K): ideal eutectic 1148.2 K, G_ex -9.93 kJ/mol
Si fraction 0.02 in solid Au: ideal eutectic 1148.7 K
  and shift of G_ex -0.087 kJ/mol
Both enthalpies -10 %: ideal eutectic 1110.7 K
Both enthalpies +10 %: ideal eutectic 1163.8 K
Measured point +-10 K, +-0.01: G_ex from -8.95 to -8.27 kJ/mol
\end{verbatim}
